# A failing check and its repair

Subject: Altermagnets and magnetic symmetry.

```python
# Collinear magnets without spin-orbit coupling: H_s = h0 + s*b (s=+-1), real kernels.
# An operation g={R|t} has eta=+1 (keeps spin) or eta=-1 ("flip", swaps H_up and H_down).
# Claim: eps_s(-k)=eps_s(k), eps_{eta s}(Rk)=eps_s(k); Delta_n=eps_n,up-eps_n,down obeys
#  class I  (no flip): splitting at Gamma and net moment M allowed
#  class II (a flip with R=+E or -E): Delta=0, M=0
#  class III(flips, none with R=+-E): M=0, Delta carries a sign character chi of the Laue
#           group G with kernel H of index 2; ten such groups, lowest degree l=2,4,6.
# Class comes from a search on the atom list; spectra from tight-binding diagonalization.
# Units: Hartree, bohr.
import itertools
import numpy as np
from scipy.linalg import expm, null_space
from scipy.optimize import brentq
from scipy.special import expit
from scipy.constants import physical_constants

HA_MEV = 1e3 * physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(1)
E3 = np.eye(3)

# ---- spin algebra
sx = np.array([[0, 1], [1, 0]], complex); sy = np.array([[0, -1j], [1j, 0]]); sz = np.diag([1.0 + 0j, -1])
W = expm(-0.5j * np.pi * sy) @ (-1j * sy)      # matrix part of C2y * T
assert np.allclose(W, -np.eye(2)) and np.allclose(W @ sz.conj() @ W.conj().T, sz)
Ux = expm(-0.5j * np.pi * sx)
assert np.allclose(Ux @ sz @ Ux.conj().T, -sz)

# ---- group tools
def key(M): return tuple(np.round(M, 6).ravel() + 0.0)
def rot(n, ang):
    n = np.array(n, float) / np.linalg.norm(n)
    return expm(ang * np.array([[0, -n[2], n[1]], [n[2], 0, -n[0]], [-n[1], n[0], 0]]))
def close(gens):
    """signed closure; None when the signs are not a homomorphism"""
    found = {key(E3): (E3, 1)}; todo = [(E3, 1)]
    while todo:
        M, s = todo.pop()
        for g, sg in gens:
            N = M @ g; kN = key(N)
            if kN in found:
                if found[kN][1] != s * sg: return None
            else:
                found[kN] = (N, s * sg); todo.append((N, s * sg))
    return list(found.values())
def molien(group, l):
    tot = 0.0
    for R, s in group:
        e1 = np.trace(R); e2 = (e1**2 - np.trace(R @ R)) / 2; e3 = np.linalg.det(R)
        h = [0.0, 0.0, 1.0]
        for _ in range(l): h.append(e1 * h[-1] - e2 * h[-2] + e3 * h[-3])
        tot += s * h[-1]
    tot /= len(group)
    assert abs(tot - round(tot)) < 1e-8
    return int(round(tot))
def projected(group, l, pts):
    """orthonormal basis (values on pts) of explicitly projected monomials"""
    pw = np.array([p for p in itertools.product(range(l + 1), repeat=3) if sum(p) == l])
    F = sum(s * np.prod((pts @ R.T)[:, None, :] ** pw[None], axis=2) for R, s in group)
    U, sv, _ = np.linalg.svd(F, full_matrices=False)
    return U[:, sv > 1e-8]
def unit(n):
    v = rng.normal(size=(n, 3)); return v / np.linalg.norm(v, axis=1)[:, None]
def lowest_degree(group):
    pts = unit(60)
    for l in range(0, 9):
        m = molien(group, l)
        assert m == projected(group, l, pts).shape[1]
        if m: return l, m
def traces(mats): return tuple(sorted(int(round(np.trace(M))) for M in mats))

z, x = (0, 0, 1), (1, 0, 0)
Cz = lambda n: rot(z, 2 * np.pi / n)
C2x, C3d = rot(x, np.pi), rot((1, 1, 1), 2 * np.pi / 3)
laue_gens = {"-1": [], "2/m": [Cz(2)], "mmm": [Cz(2), C2x], "4/m": [Cz(4)], "4/mmm": [Cz(4), C2x],
             "-3": [Cz(3)], "-3m": [Cz(3), C2x], "6/m": [Cz(6)], "6/mmm": [Cz(6), C2x],
             "m-3": [Cz(2), C3d], "m-3m": [Cz(4), C3d]}
names = {traces([M for M, _ in close([(g, 1) for g in gs] + [(-E3, 1)])]): n for n, gs in laue_gens.items()}
assert len(names) == 11
conj = [M for M, _ in close([(Cz(4), 1), (C3d, 1)])] + [rot(z, j * np.pi / 12) for j in range(24)]
print("Class III spin Laue groups: G, H, lowest degree l, number of polynomials, forced planes")
n_classes, invariants, degrees = 0, set(), set()
for gname, gs in laue_gens.items():
    reps = []
    for signs in itertools.product((1, -1), repeat=len(gs)):
        if -1 not in signs: continue
        grp = close(list(zip(gs, signs)) + [(-E3, 1)])
        if grp is None: continue
        invariants.add(tuple(sorted((int(round(np.trace(M))), s) for M, s in grp)))
        me = {(key(M), s) for M, s in grp}
        if any({(key(Q @ M @ Q.T), s) for M, s in r} == me for r in reps for Q in conj): continue
        reps.append(grp)
        H = [M for M, s in grp if s == 1]
        assert 2 * len(H) == len(grp)
        l, m = lowest_degree(grp); degrees.add(l)
        planes = sum(1 for M, s in grp if s == -1 and np.linalg.det(M) < 0 and abs(np.trace(M) - 1) < 1e-6)
        assert planes <= l
        print(f"  G={gname:6s} H={names[traces(H)]:4s} l={l} polys={m} planes={planes}")
    n_classes += len(reps)
assert n_classes == len(invariants) == 10 and degrees == {2, 4, 6}
print("number of inequivalent class III groups:", n_classes)

# ---- tight-binding model
T0, D0, LAM, RCUT, J, EX, KT, NMESH = 0.05, 3.5, 1.0, 10.5, 0.3, 0.2, 0.005, 12
a, c, u, u2, ah, ch = 8.0, 5.0, 0.3, 0.27, 6.0, 8.0
print(f"t(d)=-{T0}*exp(-(d-{D0})/{LAM}) Ha, d in bohr, cutoff {RCUT} bohr")
print(f"J={J} Ha, eps_X={EX} Ha, kT={KT} Ha, mesh {NMESH}^3")
print(f"tetragonal a={a} c={c} bohr, u={u}, distorted u2={u2}; hexagonal a={ah} c={ch} bohr")
class Crystal:
    def __init__(self, A, atoms):      # atoms: (fractional position, m); m=0 is a ligand
        self.A = np.array(A, float); self.f = np.array([p for p, _ in atoms], float)
        self.m = np.array([m for _, m in atoms]); n = self.n = len(atoms)
        img = np.array(list(itertools.product(range(-4, 5), repeat=3)))
        d, idx = [], []
        for i in range(n):
            for j in range(n):
                v = (self.f[j] + img - self.f[i]) @ self.A; r = np.linalg.norm(v, axis=1)
                assert np.abs(r - RCUT).min() > 1e-6
                ok = (r > 1e-6) & (r < RCUT); d.append(v[ok]); idx += [i * n + j] * ok.sum()
        self.d = np.vstack(d); self.hot = np.eye(n * n)[idx]
        self.t = -T0 * np.exp(-(np.linalg.norm(self.d, axis=1) - D0) / LAM)
    def collect(self, w): return ((w * self.t) @ self.hot).reshape(-1, self.n, self.n)
    def ham(self, k, s, odd=0.0):
        k = np.atleast_2d(k)
        Hk = self.collect(np.exp(1j * k @ self.d.T)) + np.diag(np.where(self.m == 0, EX, -s * self.m * J))
        return Hk + (s * odd * np.sin(k[:, 2] * self.A[2, 2]))[:, None, None] * np.diag(abs(self.m))
    def eps(self, k, s, odd=0.0): return np.linalg.eigvalsh(self.ham(k, s, odd))
    def delta(self, k): return self.eps(k, 1) - self.eps(k, -1)
    def operations(self):
        Ws = np.array(list(itertools.product((-1, 0, 1), repeat=9))).reshape(-1, 3, 3)
        G = self.A @ self.A.T
        Ws = Ws[np.abs(np.einsum("nji,jk,nkl->nil", Ws, G, Ws) - G).max(axis=(1, 2)) < 1e-8]
        ops = []
        for Wm in Ws:
            for j in np.flatnonzero(self.m):
                t = self.f[j] - Wm @ self.f[0]; eta = int(self.m[j] * self.m[0])
                df = (self.f @ Wm.T + t)[:, None, :] - self.f[None]
                hit = (np.abs(df - np.round(df)).max(axis=2) < 1e-8) & (eta * self.m[:, None] == self.m[None])
                if hit.any(axis=1).all():
                    ops.append((self.A.T @ Wm @ np.linalg.inv(self.A.T), eta))
        return ops
    def mesh_solve(self):
        fr = np.array(list(itertools.product(range(NMESH), repeat=3))) / NMESH
        k = fr @ (2 * np.pi * np.linalg.inv(self.A).T)
        self.sol = {s: np.linalg.eigh(self.ham(k, s)) for s in (1, -1)}
    def moments(self, nel):
        occ = lambda mu, s: expit((mu - self.sol[s][0]) / KT)
        mu = brentq(lambda q: sum(occ(q, s).sum(axis=1).mean() for s in (1, -1)) - nel, -3, 3, xtol=1e-14)
        site = sum(s * np.einsum("kn,kin->i", occ(mu, s), abs(self.sol[s][1])**2) for s in (1, -1))
        return site / NMESH**3

tet = np.diag([a, a, c]); hexa = [[ah, 0, 0], [-ah / 2, ah * np.sqrt(3) / 2, 0], [0, 0, ch]]
def rutile(mB, ua, ub):
    return [((0, 0, 0), 1), ((.5, .5, .5), mB), ((ua, ua, 0), 0), ((-ua, -ua, 0), 0),
            ((.5 + ub, .5 - ub, .5), 0), ((.5 - ub, .5 + ub, .5), 0)]
def pair(p, q, op): return [(p, 1), (op(p), -1), (q, 0), (op(q), 0)]
low = {"inversion": ((.13, .21, .17), (.38, -.27, .31)), "screw": ((.15, .22, .1), (.41, -.12, .33)),
       "glide": ((.1, .2, .15), (.33, .58, .28))}
for n_, (p, q) in low.items(): print(f"{n_} cell, fractional: M up {p}, X {q}")
cases = {  # lattice, atoms, expected class, operations, flips
    "rutile parallel": (tet, rutile(1, u, u), "I", 16, 0),
    "rutile distorted": (tet, rutile(-1, u, u2), "I", 8, 0),
    "no ligands": (tet, rutile(-1, u, u)[:2], "II", 32, 16),
    "inversion": (tet, pair(*low["inversion"], lambda r: (-r[0], -r[1], -r[2])), "II", 2, 1),
    "rutile antipar": (tet, rutile(-1, u, u), "III", 16, 8),
    "screw": (tet, pair(*low["screw"], lambda r: (-r[0], -r[1], r[2] + .5)), "III", 2, 1),
    "glide": (tet, pair(*low["glide"], lambda r: (r[0] + .5, r[1], -r[2])), "III", 2, 1),
    "NiAs type": (hexa, [((0, 0, 0), 1), ((0, 0, .5), -1), ((1 / 3, 2 / 3, .25), 0),
                         ((2 / 3, 1 / 3, .75), 0)], "III", 24, 12)}
ZERO = 1e-11; xtal = {}
print("per structure: Delta in Ha, moments in electrons per cell at 1 electron per cell")
for name, (A, atoms, expect, nop, nflip) in cases.items():
    X = xtal[name] = Crystal(A, atoms); ops = X.operations()
    flips = [R for R, e in ops if e == -1]
    assert (len(ops), len(flips)) == (nop, nflip)
    cls = "I" if not flips else ("II" if any(np.allclose(R, E3) or np.allclose(R, -E3) for R in flips) else "III")
    laue = {}
    for R, e in ops:
        for sg in (1, -1): laue.setdefault(key(sg * R), (sg * R, set()))[1].add(e)
    both = [len(v[1]) == 2 for v in laue.values()]
    assert cls == expect and all(both) == (cls == "II") and any(both) == (cls == "II")
    k = rng.uniform(-0.8, 0.8, size=(20, 3))
    for s in (1, -1):
        assert np.abs(X.eps(k, s) - X.eps(-k, s)).max() < ZERO
        for R, e in ops: assert np.abs(X.eps(k @ R.T, e * s) - X.eps(k, s)).max() < ZERO
    X.mesh_solve(); dm = X.sol[1][0] - X.sol[-1][0]
    site = X.moments(1.0); dG = X.delta(np.zeros(3))[0]
    Gn = names[traces([v[0] for v in laue.values()])]
    Hn = names[traces([v[0] for v in laue.values() if 1 in v[1]])]
    extra = ""
    if cls == "I":
        assert abs(dG[0]) > 1e-3 and abs(site.sum()) > 1e-3
    else:
        assert np.abs(dG).max() < ZERO and abs(site.sum()) < 1e-9
        assert abs(site[0] + site[1]) < 1e-9 and site[0] > 0.05
    if cls == "II": assert np.abs(dm).max() < ZERO and np.abs(X.delta(k)).max() < ZERO
    if cls == "III":
        assert dm[:, 0].max() > 1e-6 and abs(dm[:, 0].max() + dm[:, 0].min()) < ZERO
        for R in flips:
            for sg in (1, -1):
                ns = null_space(sg * R - E3, rcond=1e-8)
                if ns.shape[1]: assert np.abs(X.delta(k @ ns @ ns.T)).max() < ZERO
        grp = [(v[0], next(iter(v[1]))) for v in laue.values()]
        l, m = lowest_degree(grp); dirs = unit(24)
        assert np.diff(X.eps(np.zeros(3), 1)[0])[0] > 1e-2
        d1, d2 = X.delta(0.01 * dirs)[:, 0], X.delta(0.02 * dirs)[:, 0]
        expo = np.log2(np.linalg.norm(d2) / np.linalg.norm(d1)); B = projected(grp, l, dirs)
        resid = np.linalg.norm(d1 - B @ (B.T @ d1)) / np.linalg.norm(d1)
        assert abs(expo - l) < 0.05 and resid < 0.02      # next order in k is O((k d)^2)
        extra = f" l={l} exponent={expo:.3f} shape resid={resid:.1e}"
    print(f"{name}: class {cls}, ops={len(ops)}, flips={len(flips)}, G={Gn}, H={Hn}{extra}")
    print(f"   Delta1(Gamma)={dG[0]:.2e} max|Delta1|={np.abs(dm[:, 0]).max():.3e} max|Delta|={np.abs(dm).max():.3e}")
    print(f"   M={site.sum():.3e} m_A={site[0]:.4f} m_B={site[1]:.4f}")

# ---- compensated class I insulator
X = xtal["rutile distorted"]
gap = min(X.sol[s][0][:, 1].min() for s in (1, -1)) - max(X.sol[s][0][:, 0].max() for s in (1, -1))
M2 = X.moments(2.0).sum()
assert gap > 0.1 and abs(M2) < 1e-4      # thermal carriers ~ exp(-gap/2kT)
print(f"distorted rutile, 2 electrons: gap={gap:.4f} Ha, M={M2:.1e} electrons per cell")

# ---- control: non-real kernel keeps the unitary inversion flip but lifts the degeneracy
X = xtal["inversion"]; odd = 0.01; k = rng.uniform(-0.8, 0.8, size=(20, 3))
assert np.abs(X.eps(k, 1, odd) - X.eps(-k, -1, odd)).max() < ZERO
lift = np.abs(X.eps(k, 1, odd) - X.eps(k, -1, odd)).max()
assert lift > 1e-3
print(f"inversion cell with s*lambda*sin(kz c), lambda={odd} Ha: max|Delta|={lift:.4f} Ha")

# ---- worked example: antiparallel rutile-type cell
X = xtal["rutile antipar"]
face = rng.uniform(-0.8, 0.8, size=(20, 3)); face[:, 0] = np.pi / a
assert np.abs(X.delta(face)).max() < ZERO
curv = {}
for s in (1, -1):
    e, v = np.linalg.eigh(X.ham(np.zeros(3), s)[0])
    tr = lambda w: v.conj().T @ X.collect(w[None])[0] @ v
    Hx, Hy, Hxy = tr(1j * X.d[:, 0]), tr(1j * X.d[:, 1]), tr(-X.d[:, 0] * X.d[:, 1] + 0j)
    first = Hxy[0, 0].real; second = 2 * np.sum(Hx[0, 1:] * Hy[1:, 0] / (e[0] - e[1:])).real
    curv[s] = first + second
    print(f"spin {s:+d}: eps1(Gamma)={e[0]:.6f} Ha, <Hxy>={first:.5f}, sum term={second:.5f} Ha bohr^2")
Ccoef = 2 * curv[1]; h = 0.004
Cnum = X.delta(np.array([h, h, 0]))[0, 0] / h**2
assert abs(curv[1] + curv[-1]) < 1e-10 and abs(Cnum / Ccoef - 1) < 5e-3
print(f"C=2 d2eps_up/dkx dky={Ccoef:.5f}; Delta1/(kx ky) at kx=ky={h}/bohr: {Cnum:.5f} Ha bohr^2")
q = np.pi / (2 * a); vals = []
print(f"pi/2a={q:.5f} 1/bohr")
for sg in (1, -1):
    kk = np.array([q, sg * q, 0]); eu, ed = X.eps(kk, 1)[0, 0], X.eps(kk, -1)[0, 0]; vals.append(eu - ed)
    print(f"k=(pi/2a)(1,{sg:+d},0): up {eu:.6f}, down {ed:.6f}, Delta1={eu - ed:.6f} Ha = {(eu - ed) * HA_MEV:.2f} meV")
assert abs(vals[0] + vals[1]) < ZERO and abs(vals[0]) > 1e-5
print("PASS")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 78, in <module>
    assert len(names) == 11
           ^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program, not the physics: groups were identified by the multiset of matrix traces, which is the same for mmm and 4/m (C4 and a mirror both have trace +1, while S4 and C2 both have −1), so only 10 of the 11 Laue groups got distinct labels. The label now uses det(R)·tr(R), the trace of the proper-rotation part, which separates all 11. The signed invariant that proves the ten class III groups inequivalent had the same flaw (it would have merged the mmm case with 4/m, and the two 4/mmm cases) and is changed in the same way. No tolerance, model parameter or asserted value changes, and no test is removed.

Repair:

```diff
@@ -67,5 +67,8 @@
         assert m == projected(group, l, pts).shape[1]
         if m: return l, m
-def traces(mats): return tuple(sorted(int(round(np.trace(M))) for M in mats))
+def proper_trace(M):
+    """trace of the proper-rotation part, 1+2cos(angle); tells C4 from a mirror and C2 from S4"""
+    return int(round(np.linalg.det(M) * np.trace(M)))
+def traces(mats): return tuple(sorted(proper_trace(M) for M in mats))
 
 z, x = (0, 0, 1), (1, 0, 0)
@@ -86,5 +89,5 @@
         grp = close(list(zip(gs, signs)) + [(-E3, 1)])
         if grp is None: continue
-        invariants.add(tuple(sorted((int(round(np.trace(M))), s) for M, s in grp)))
+        invariants.add(tuple(sorted((proper_trace(M), s) for M, s in grp)))
         me = {(key(M), s) for M, s in grp}
         if any({(key(Q @ M @ Q.T), s) for M, s in r} == me for r in reps for Q in conj): continue
@@ -116,5 +119,5 @@
                 v = (self.f[j] + img - self.f[i]) @ self.A; r = np.linalg.norm(v, axis=1)
                 assert np.abs(r - RCUT).min() > 1e-6
-                ok = (r > 1e-6) & (r < RCUT); d.append(v[ok]); idx += [i * n + j] * ok.sum()
+                ok = (r > 1e-6) & (r < RCUT); d.append(v[ok]); idx += [i * n + j] * int(ok.sum())
         self.d = np.vstack(d); self.hot = np.eye(n * n)[idx]
         self.t = -T0 * np.exp(-(np.linalg.norm(self.d, axis=1) - D0) / LAM)
```

Output now:

```
Class III spin Laue groups: G, H, lowest degree l, number of polynomials, forced planes
  G=2/m    H=-1   l=2 polys=2 planes=1
  G=mmm    H=2/m  l=2 polys=1 planes=2
  G=4/m    H=2/m  l=2 polys=2 planes=0
  G=4/mmm  H=4/m  l=4 polys=1 planes=4
  G=4/mmm  H=mmm  l=2 polys=1 planes=2
  G=-3m    H=-3   l=4 polys=1 planes=3
  G=6/m    H=-3   l=4 polys=2 planes=1
  G=6/mmm  H=6/m  l=6 polys=1 planes=6
  G=6/mmm  H=-3m  l=4 polys=1 planes=4
  G=m-3m   H=m-3  l=6 polys=1 planes=6
number of inequivalent class III groups: 10
t(d)=-0.05*exp(-(d-3.5)/1.0) Ha, d in bohr, cutoff 10.5 bohr
J=0.3 Ha, eps_X=0.2 Ha, kT=0.005 Ha, mesh 12^3
tetragonal a=8.0 c=5.0 bohr, u=0.3, distorted u2=0.27; hexagonal a=6.0 c=8.0 bohr
inversion cell, fractional: M up (0.13, 0.21, 0.17), X (0.38, -0.27, 0.31)
screw cell, fractional: M up (0.15, 0.22, 0.1), X (0.41, -0.12, 0.33)
glide cell, fractional: M up (0.1, 0.2, 0.15), X (0.33, 0.58, 0.28)
per structure: Delta in Ha, moments in electrons per cell at 1 electron per cell
rutile parallel: class I, ops=16, flips=0, G=4/mmm, H=4/mmm
   Delta1(Gamma)=-3.35e-01 max|Delta1|=4.851e-01 max|Delta|=5.149e-01
   M=1.000e+00 m_A=0.4476 m_B=0.4476
rutile distorted: class I, ops=8, flips=0, G=mmm, H=mmm
   Delta1(Gamma)=2.99e-02 max|Delta1|=3.427e-02 max|Delta|=7.723e-02
   M=-1.425e-01 m_A=0.3809 m_B=-0.4919
no ligands: class II, ops=32, flips=16, G=4/mmm, H=4/mmm
   Delta1(Gamma)=0.00e+00 max|Delta1|=2.220e-16 max|Delta|=2.220e-16
   M=5.551e-17 m_A=0.4996 m_B=-0.4996
inversion: class II, ops=2, flips=1, G=-1, H=-1
   Delta1(Gamma)=0.00e+00 max|Delta1|=4.996e-16 max|Delta|=5.551e-16
   M=2.259e-16 m_A=0.4912 m_B=-0.4912
rutile antipar: class III, ops=16, flips=8, G=4/mmm, H=mmm l=2 exponent=1.998 shape resid=3.5e-04
   Delta1(Gamma)=1.11e-16 max|Delta1|=6.240e-04 max|Delta|=2.101e-02
   M=2.498e-16 m_A=0.4372 m_B=-0.4372
screw: class III, ops=2, flips=1, G=2/m, H=-1 l=2 exponent=1.999 shape resid=3.0e-04
   Delta1(Gamma)=-1.67e-16 max|Delta1|=2.163e-04 max|Delta|=8.675e-03
   M=-2.303e-16 m_A=0.4829 m_B=-0.4829
glide: class III, ops=2, flips=1, G=2/m, H=-1 l=2 exponent=1.997 shape resid=1.8e-04
   Delta1(Gamma)=3.33e-16 max|Delta1|=2.515e-04 max|Delta|=6.469e-03
   M=2.784e-16 m_A=0.4847 m_B=-0.4847
NiAs type: class III, ops=24, flips=12, G=6/mmm, H=-3m l=4 exponent=3.997 shape resid=4.5e-05
   Delta1(Gamma)=3.89e-16 max|Delta1|=3.412e-04 max|Delta|=1.342e-02
   M=-3.310e-16 m_A=0.4702 m_B=-0.4702
distorted rutile, 2 electrons: gap=0.2508 Ha, M=1.5e-13 electrons per cell
inversion cell with s*lambda*sin(kz c), lambda=0.01 Ha: max|Delta|=0.0199 Ha
spin +1: eps1(Gamma)=-0.433149 Ha, <Hxy>=-0.04881, sum term=0.05855 Ha bohr^2
spin -1: eps1(Gamma)=-0.433149 Ha, <Hxy>=0.04881, sum term=-0.05855 Ha bohr^2
C=2 d2eps_up/dkx dky=0.01948; Delta1/(kx ky) at kx=ky=0.004/bohr: 0.01948 Ha bohr^2
pi/2a=0.19635 1/bohr
k=(pi/2a)(1,+1,0): up -0.396750, down -0.397129, Delta1=0.000380 Ha = 10.33 meV
k=(pi/2a)(1,-1,0): up -0.397129, down -0.396750, Delta1=-0.000380 Ha = -10.33 meV
PASS
```
